Working Distance of Solid-Immersion Interference Lithography Across an Evanescent Gap

**1. What symmetry fixes before any calculation**

Two plane waves of vacuum wavelength λ travel in a prism of refractive index n_p, at angles +θ and −θ to the surface normal. Below the prism lies a plane gap of index n_g and width d, and below that a resist of index n_r. Let x run along the surface in the plane of incidence, and z from the prism (z < 0) through the gap (0 < z < d) into the resist (z > d).

The layers do not change along x, so each wave keeps its x-component of wavevector everywhere. With k₀ = 2π/λ this component is ±k₀β, where

β = n_p sin θ

is the effective numerical aperture (NA). In a layer of index n the remaining component obeys k_z² = k₀²(n² − β²). If β > n_g, this is negative in the gap, and we write it as −κ²:

κ = k₀√(β² − n_g²).

The only length in the gap's wave equation is 1/κ. The dose in the resist must therefore depend on d through κd. The other layers enter through the ratios of their normal wavevectors to κ and, for the polarization treated in Section 7, also through the ratios of the refractive indices.

There is a second constraint. The wave equation contains κ², not κ, and so does the whole problem of a finite gap between two given media. The answer must be unchanged when κ is replaced by −κ. The function e^(−2κd) does not have this property, so it cannot be the complete law for a finite gap. It can appear as a limit, and the work below finds where.

Finally, the mirror x → −x exchanges the two beams. They cross the gap with the same amplitude factor, whatever d is.

**2. Simplest case: a gap without a far side**

Take first s-polarized light (TE), with the electric field along y. The time factor is e^(−iωt), and all media are lossless and nonmagnetic. For one beam, write the field as E(z)e^(ik₀βx). In the gap

d²E/dz² = κ²E,

with solutions e^(κz) and e^(−κz). If the gap extends to infinity, the growing solution is excluded, and the intensity falls as e^(−2κz).

As a worked case, take round model parameters: λ = 193 nm, n_p = 1.9, n_r = 1.7, β = 1.6. The prism angle is 57.4°. For a gap of index 1.00,

κ = (2π/193 nm)√(2.56 − 1) = 0.0407 nm⁻¹.

The amplitude decays by a factor e in 24.6 nm, the intensity in 12.3 nm. A gap of index 1.44 has κ = 0.0227 nm⁻¹ and an intensity decay length of 22.0 nm.

This case has a limitation. Faraday's law gives H_x = (i/ωμ₀)dE/dz, so the time-averaged power flow along z is

S_z = −½ Re(E H_x*) = (1/2ωμ₀) Im(E* dE/dz).

For a lone decaying exponential, dE/dz = −κE, and E* dE/dz = −κ|E|² is real. Hence S_z = 0. A wave that exposes resist must deliver power, so the resist has to change the field in the gap.

**3. Adding the resist**

Assume β < n_p and β < n_r, so that the waves propagate in both outer media. Their normal wavevector components are

k_p = k₀q_p, k_r = k₀q_r, with q_j = √(n_j² − β²).

Here q_p = 1.0247 and q_r = 0.5745. Assume also that no light returns from below the resist, as for a resist of unlimited depth or an index-matched substrate. For unit incident amplitude, the fields are

prism: e^(ik_p z) + r e^(−ik_p z),
resist: t e^(ik_r(z−d)).

At each interface E and dE/dz are continuous; the second condition is the continuity of H_x. At z = d the gap field must have value t and slope ik_r t. The solution of the gap equation with these values is

E(z) = t[cosh κ(z−d) + (ik_r/κ) sinh κ(z−d)].

Now match at z = 0. Since cosh is even and sinh is odd, continuity of E gives

1 + r = t[cosh κd − (ik_r/κ) sinh κd].

Continuity of the slope gives

ik_p(1 − r) = t[−κ sinh κd + ik_r cosh κd].

Divide by ik_p, using −1/i = i:

1 − r = t[(k_r/k_p) cosh κd + i(κ/k_p) sinh κd].

Adding the two equations eliminates r:

2 = t[(1 + k_r/k_p) cosh κd + i(κ/k_p − k_r/κ) sinh κd].

Therefore

t = 2/[(1 + k_r/k_p) cosh κd + i(κ/k_p − k_r/κ) sinh κd].

Under κ → −κ both sinh κd and its prefactor change sign, so t is unchanged, as Section 1 required.

*Limit: contact.* At d = 0, t₀ = 2k_p/(k_p + k_r), the usual transmission of a single interface. The numbers give |t₀|² = 1.642. This exceeds 1 without violating energy conservation, because power flow along z carries a factor k_z. The transmitted power fraction is (k_r/k_p)|t₀|² = (0.5745/1.0247)(1.642) = 0.921.

*Check: power through the gap.* Put c = cosh κ(z−d) and s = sinh κ(z−d). Then

E = t[c + i(k_r/κ)s], dE/dz = t[κs + ik_r c],
Im(E* dE/dz) = |t|²(k_r c² − k_r s²) = k_r|t|².

The result does not depend on z, so the same power crosses every plane. In the prism the corresponding quantity is k_p(1 − |r|²), and hence

1 − |r|² = (k_r/k_p)|t|².

In exponentials, the gap field is

E = (t/2)[(1 + ik_r/κ)e^(κ(z−d)) + (1 − ik_r/κ)e^(−κ(z−d))].

At the resist surface the growing and decaying parts have equal magnitude. Each alone carries no power; their interference carries all of it. The intensity profile in the gap follows from |E|² with real c and s:

|E(z)|² = |t|²[cosh² κ(d−z) + (k_r/κ)² sinh² κ(d−z)].

**4. The dose law**

Define dose as |E|² just inside the resist, at fixed incident intensity and exposure time. Let R(d) = |t|²/|t₀|² be the dose relative to contact. Write a = k_r/k_p, S₁ = sinh² κd, and use cosh² κd = 1 + S₁. The squared modulus of the denominator of t is

(1 + a)²(1 + S₁) + (κ/k_p − k_r/κ)² S₁
= (1 + a)² + [(1 + a)² + (κ/k_p − k_r/κ)²] S₁.

Expand the square bracket:

1 + 2a + a² + κ²/k_p² − 2a + k_r²/κ².

The terms ±2a cancel, and what remains factors:

1 + k_r²/k_p² + κ²/k_p² + k_r²/κ² = (1 + κ²/k_p²)(1 + k_r²/κ²).

Dividing by the contact value (1 + a)² gives

R(d) = 1/(1 + C sinh² κd),

C = (k_p² + κ²)(k_r² + κ²)/[κ²(k_p + k_r)²].

The sums in C are simple, because β cancels in each:

k_j² + κ² = k₀²(n_j² − β² + β² − n_g²) = k₀²(n_j² − n_g²).

Thus

C = (n_p² − n_g²)(n_r² − n_g²)/[(β² − n_g²)(q_p + q_r)²].

For the gap of index 1.00,

C = (2.61)(1.89)/[(1.56)(1.5992)²] = 1.24.

For index 1.44, C = 1.008.

*A bound.* Subtract the denominator of C from its numerator:

(k_p² + κ²)(k_r² + κ²) − κ²(k_p + k_r)²
= k_p²k_r² − 2κ²k_pk_r + κ⁴ = (k_pk_r − κ²)².

Hence C ≥ 1, with equality when κ² = k_pk_r, and R ≤ 1/cosh² κd.

*Limit: thin gap.* For κd ≪ 1, sinh κd ≈ κd. If C(κd)² is small as well, which is the stricter condition when C is large, then

R ≈ 1 − C(κd)².

The loss starts quadratically. The reason is visible in t: the first-order change of its denominator is imaginary, while the contact value is real, so the modulus changes only at second order. At d = 1 nm the formula gives 1 − 1.24(0.0407)² = 0.998, as does numerical integration of Maxwell's equations. The pure exponential would give 0.922.

*Limit: thick gap.* For κd ≫ 1, sinh² κd ≈ e^(2κd)/4, so

R ≈ (4/C)e^(−2κd).

This is the exponential law, with a prefactor. For index 1.00 the prefactor is 3.23. At d = 80 nm the pure exponential is 0.00149, and multiplying by 3.23 gives 0.0048, in agreement with the computed R = 0.00483. Leaving out the prefactor would make the dose too small by about a factor of three.

**5. From dose to working distance**

The decay length is a property of the gap and β. A working distance also needs a requirement. Suppose the relative dose must be at least R_min. Since sinh² κd grows steadily with d, R falls steadily, and the largest allowed gap d_W is where R = R_min:

1 + C sinh² κd_W = 1/R_min,

d_W = (1/κ) arsinh √[(1/R_min − 1)/C].

Take R_min = 0.1, which means accepting an exposure ten times longer than in contact. For index 1.00,

d_W = (24.59 nm) arsinh √(9/1.2365) = (24.59 nm)(1.7183) = 42.3 nm.

The thick-gap law gives 42.8 nm, already close. The pure exponential gives ln 10/(2κ) = 28.3 nm and would discard a third of the usable gap. For R_min = 0.5 the result is 19.9 nm.

With index 1.44 the working distances become 79.9 nm for R_min = 0.1 and 38.7 nm for R_min = 0.5. Filling the gap with this medium nearly doubles the clearance at the same period, mainly because κ falls from 0.0407 to 0.0227 nm⁻¹.

A longer exposure restores the mean dose but does not remove variations caused by an uneven gap. Define the sensitivity S = −d ln R/dd. Since ln R = −ln(1 + C sinh² κd), and the derivative of sinh² κd is 2κ sinh κd cosh κd = κ sinh 2κd,

S = κC sinh(2κd)/(1 + C sinh² κd).

For small d this tends to 2Cκ²d, which vanishes at contact. For large d it tends to 2κ. At the 42.3 nm working distance S = 0.0781 nm⁻¹, near the limit 2κ = 0.0813 nm⁻¹. To first order, a gap error δd changes the local dose by the fraction Sδd. A 5% change corresponds to

δd = 0.05/(0.0781 nm⁻¹) = 0.64 nm.

For index 1.44, at its own 79.9 nm working distance, the figure is 1.16 nm. The clearance is tens of nanometres, but it must be uniform to about one nanometre if 5% is the whole dose allowance. A uniformity requirement may therefore call for a smaller gap than the exposure time does, but the gain is slow: for index 1.00 the 5% tolerance is 0.82 nm at a 20 nm gap and 1.3 nm at a 10 nm gap.

**6. Crossing the gap index**

The claim that the exponential form of the loss comes from β exceeding n_g can be tested by moving β through n_g. First write the combination in R without dividing by a quantity that vanishes there:

C sinh² κd = k₀⁴(n_p² − n_g²)(n_r² − n_g²)/(k_p + k_r)² × (sinh κd/κ)².

*At the threshold.* As κ → 0, sinh κd/κ → d, and

R = 1/[1 + k₀²d²(n_p² − n_g²)(n_r² − n_g²)/(q_p + q_r)²].

The falloff is algebraic, not exponential. The field in the gap is then a straight line in z, since its second derivative is zero.

*Below the threshold.* For β < n_g put κ = ik_g, with k_g = k₀√(n_g² − β²). Then sinh κd/κ = sin(k_g d)/k_g, and

R = 1/[1 + C′ sin² k_g d],

C′ = k₀⁴(n_p² − n_g²)(n_r² − n_g²)/[k_g²(k_p + k_r)²].

The dose now oscillates with the gap, through interference of ordinary waves reflected at its two faces. At k_g d = π it returns to the contact value.

For index 1.44 and β = 1.3 this happens at d = 155.8 nm. Numerical integration gives R = 1.00000 there and 0.653 at half that gap. At the same 155.8 nm but β = 1.6, R = 0.00335. Each value is relative to contact at its own β. The same gap that leaves the contact dose unchanged at the lower NA removes more than 99% of it at the higher one. The full return at β = 1.3 occurs only where k_g d is a multiple of π, as it is for this gap. At β = 1.43, still below the gap index, the formula gives R = 0.158 for the same d. Crossing n_g therefore does not switch the loss on; it changes the dependence on d from oscillation to exponential decay.

**7. The other polarization**

For p-polarized light (TM) the magnetic field is along y. The continuous quantities are H_y and (1/n²)dH_y/dz, the latter because it is proportional to E_x. The matching of Section 3 carries over if each normal wavevector is divided by its n²:

K_p = k_p/n_p², K_r = k_r/n_r², K_g = κ/n_g².

The exponentials still contain κ, but the interface ratios now contain K. The gap field becomes

H(z) = t_H[cosh κ(z−d) + i(K_r/K_g) sinh κ(z−d)],

and the algebra of Section 4, which used no special property of the ratios, gives the same R with

C_TM = (K_p² + K_g²)(K_r² + K_g²)/[K_g²(K_p + K_r)²].

The resist field keeps its shape as d changes, so |E|² scales with |t_H|², and R is again the relative dose. The cancellation of β in the sums is lost, because k_j² and κ² are now divided by the fourth powers of different indices. The bound survives:

C_TM − 1 = (K_pK_r − K_g²)²/[K_g²(K_p + K_r)²].

*Reading the numbers.* For index 1.00, in units of k₀, K_p = 1.0247/3.61 = 0.284, K_r = 0.5745/2.89 = 0.199 and K_g = √1.56 = 1.25. The product K_pK_r = 0.056 is far from K_g² = 1.56, and C_TM = 7.22. The working distance for R_min = 0.1 drops to 23.6 nm, against 42.3 nm for TE, although κ is the same. For index 1.44, K_g² = 0.113 is much closer to K_pK_r, C_TM = 1.12, and the two polarizations nearly agree: 77.7 nm against 79.9 nm. The polarization difference comes from the interfaces, not from the decay constant.

**8. What the gap does to the pattern**

For TE beams of equal amplitude and phase, the resist field at z = d is t(e^(ik₀βx) + e^(−ik₀βx)), so

I(x) = 4|t|² cos²(k₀βx) = 2|t|²[1 + cos(2k₀βx)].

The period is p = 2π/(2k₀β) = λ/(2β) = 60.3 nm. Define contrast as (I_max − I_min)/(I_max + I_min). It equals 1 for every d, since |t|² is a common factor. In this ideal model the gap dims the pattern without blurring it.

For TM, H_y in the resist is proportional to cos(k₀βx)e^(ik_r(z−d)). Ampère's law gives E_x in proportion to dH_y/dz, hence to q_r cos(k₀βx), and E_z in proportion to dH_y/dx, hence to β sin(k₀βx). Then

|E|² ∝ q_r² cos²(k₀βx) + β² sin²(k₀βx)
= ½[n_r² + (q_r² − β²) cos(2k₀βx)],

where q_r² + β² = n_r² was used. The contrast is

|q_r² − β²|/n_r² = |0.33 − 2.56|/2.89 = 0.77.

This too is independent of d. TE is thus the better choice here on both counts: full contrast and a larger gap.

Contrast begins to depend on the gap when some light reaches the resist without the same loss. Model it as a uniform incoherent background, independent of d, equal to b times the mean contact dose. For TE the pattern has mean and modulation both proportional to R, and the background adds b to the mean alone:

V = R/(R + b).

Solving V(R + b) = R for R, a required contrast V sets

R_min = bV/(1 − V).

With b = 0.02 and V = 0.8, R_min = 0.016/0.2 = 0.08, and the TE gap of index 1.00 may reach 45.1 nm. At that gap the pattern supplies a mean dose of 0.08 and the background 0.02, in units of the mean contact dose. If the pattern alone must supply 0.1, that stricter condition governs and the limit stays at 42.3 nm. As b → 0 the contrast condition permits any gap, in agreement with the ideal pattern.

**9. Finer period, smaller gap, and where the law stops**

Since k₀β = π/p, the decay constant can be written with the period:

κ = √[(π/p)² − (n_g k₀)²].

A finer pattern decays faster. For TE, index 1.00 and R_min = 0.1, raising β from 1.50 to 1.65 shortens the period from 64.3 to 58.5 nm, or by 9%, while the working distance falls from 49.7 to 37.6 nm, or by 24%. The shorter length 1/κ accounts for a factor 0.85, and the growth of C from 1.02 to 1.57 for a further factor 0.89. C is not monotonic in β: for this gap it reaches its minimum of 1 near β = 1.45 and rises on both sides.

The formulas used for this trade hold up to β = n_r. Beyond it the wave is evanescent in the resist as well, k_r is imaginary, and a lossless, infinitely deep resist receives no steady power flow. The dose law above does not apply there. An absorbing resist can still take up power from the evanescent field, so exposure need not stop at this value.

Absorption in the resist is another departure from the model. Let k_r = k′ + ik″ with k″ > 0. For small d the denominator of t is

(1 + k_r/k_p) + i(κ²/k_p − k_r)d.

The first-order change of its squared modulus is 2d times the real part of (1 + k_r*/k_p) i(κ²/k_p − k_r). That real part is

k″(1 + k′/k_p) + (k″/k_p)(κ²/k_p − k′) = k″(1 + κ²/k_p²),

which is positive. The TE dose therefore falls linearly at first, and the flat start of Section 4 belongs to a lossless resist. For TM the linear term is proportional to the imaginary part of K_r = k_r/n_r². For weak absorption this gives a fall when 2β² > n_r², as at β = 1.6, and a slight initial rise below that value. For a resist index of 1.7 + 0.03i, numerical integration gives a working distance of 40.95 nm at R_min = 0.1, about 3% below the lossless 42.3 nm.

A reflecting substrate changes the form of the law, by an amount that depends on the resist thickness and the substrate. It sends a wave back to the resist surface, so the slope there is no longer ik_r t, and the matching at z = d must be repeated with the full stack below. The decay constant κ is unaffected, but C and the closed form for d_W are not, and R can exceed 1 at small gaps. The shift is not small. For TE, a gap of index 1.00 and a resist of index 1.7 + 0.03i on a substrate of index 0.88 + 2.78i (silicon near 193 nm), the gap for R_min = 0.1 is about 30 nm for a 30 nm film and about 44 nm for a 100 nm film. The working distances given above therefore belong to the deep-resist model, not to a particular film stack.

The formulas for t, R, C and d_W were tested against direct integration of Maxwell's equations through the gap, for both polarizations and both gap indices. The values are collected in the numerical output below.

Table of computed values

```
wavelength 193 nm; prism index 1.9, resist 1.7
effective NA 1.6; prism angle 57.36 deg
interference period 60.31 nm; half period 30.16 nm
q_prism 1.0247, q_resist 0.5745
contact TE: |t|^2 1.6424, power transmittance 0.9207
--- gap index 1.00
kappa 0.04066 1/nm; 1/kappa 24.59 nm; 1/(2 kappa) 12.30 nm
TE: C 1.2365; gap for R=0.5 19.88 nm; for R=0.1 42.26 nm
TM: C 7.2217; gap for R=0.5 8.95 nm; for R=0.1 23.64 nm
TE at R=0.1: S 0.07806 1/nm; 2 kappa 0.08132 1/nm; gap error for 5% dose 0.64 nm
--- gap index 1.44
kappa 0.02270 1/nm; 1/kappa 44.04 nm; 1/(2 kappa) 22.02 nm
TE: C 1.0084; gap for R=0.5 38.69 nm; for R=0.1 79.92 nm
TM: C 1.1220; gap for R=0.5 37.05 nm; for R=0.1 77.69 nm
TE at R=0.1: S 0.04310 1/nm; 2 kappa 0.04541 1/nm; gap error for 5% dose 1.16 nm
--- TE dose across gap of index 1.00: R, and exp(-2 kappa d)
d  1 nm: 0.99796, 0.92190
d  5 nm: 0.95073, 0.66590
d 10 nm: 0.82240, 0.44342
d 20 nm: 0.49635, 0.19662
d 40 nm: 0.11919, 0.03866
d 80 nm: 0.00483, 0.00149
R=0.1 gap, thick-gap law 42.75 nm; pure exponential 28.31 nm
R=0.1 gap, resist index 1.7+0.03i: 40.95 nm
--- period against gap (TE, gap index 1.00, R=0.1)
NA 1.50: period 64.33 nm, gap 49.69 nm
NA 1.60: period 60.31 nm, gap 42.26 nm
NA 1.65: period 58.48 nm, gap 37.63 nm
--- gap index 1.44, gap 155.81 nm (phase pi at NA 1.3)
R at NA 1.3: 1.00000; at half this gap 0.65309
R at NA 1.6: 0.00335
--- electric contrast in resist: TE 1.0000, TM 0.7716
background 0.02 of contact mean, required contrast 0.8
R_min 0.0800; TE gap (index 1.00) 45.10 nm
```
